Two-thirds scaling of Hartree levels in a depletion-free inversion layer, part 2

A gate holds electrons of sheet density N at the surface of a semiconductor of permittivity ε_s, which fills z > 0. The wall at z = 0 is impenetrable. In the basic Hartree model all electrons are in the lowest subband and the depletion charge is zero. The mass for motion along z is m, the envelope functions ψ_i are normalized, and V(z) is an electron's potential energy. Energies are measured from the band edge at the wall, V(0) = 0:

−(ħ²/2m) ψ_i'' + V ψ_i = E_i ψ_i,  ψ_i(0) = 0, (1)

V'' = −(e²N/ε_s) ψ₀². (2)

With z = Lx, V = E_u v(x), E_i = E_u λ_i and ψ_i = L^(−1/2) u_i(x), the units

E_u = ħ²/(2mL²) = e²NL/ε_s, (9)

L³ = ħ²ε_s/(2me²N), (10)

remove all parameters:

−u_i'' + v u_i = λ_i u_i,  v'' = −u₀², (12)

u_i(0) = 0,  v(0) = 0,  v'(0) = 1,  v'(∞) = 0. (13)

Every bound level therefore varies as N^(2/3). Writing u for u₀, the ground state has

u'(0)² = 1/2, (16)

and, with t = ∫u'² dx,

λ₀ = 1.9953,  v(∞) = ⟨x⟩ = 2.2543,
t = 0.3991,  ⟨v⟩ = 1.5963,  W₀ = 1.1972,
Δ = v(∞) − λ₀ = 0.2590. (25)

Here Δ is the binding energy below the flat part of the potential, in units of E_u. W₀ is the minimum, over densities n = u², of the energy per electron in the same units, without the parallel motion:

W[n] = ∫u'² dx + ½∬ min(x,x') n(x)n(x') dx dx'. (17)

The occupied ladder has one bound level. Valleys with another normal mass m' obey −(m/m')u'' + vu = λu in the same v(x), and bind a first level only if m'/m > 0.353.

The silicon (100) example has N = 5 × 10¹¹ cm⁻² at 1.5 K, m = 0.916 and parallel density-of-states mass m_d = 0.19 electron masses, g_v = 2 equivalent valleys, and relative permittivities of 11.7 for silicon and 3.9 for the oxide.

The scaling can be compared with a solution that makes no use of it. Equations (1) and (2) were solved for the silicon parameters of section 2.6 by finite differences, on one grid of spacing 0.04 nm and depth 100 nm. The potential was iterated to self-consistency with all electrons kept in the lowest subband. The energies E₀ were

N = 0.2 × 10¹² cm⁻²: 14.68 meV
N = 0.5 × 10¹² cm⁻²: 27.03 meV
N = 1.0 × 10¹² cm⁻²: 42.91 meV
N = 2.0 × 10¹² cm⁻²: 68.12 meV

The values λ₀E_u from the scaled solution differ from these by at most 0.003 meV. A straight-line fit of ln E₀ against ln N has slope 0.6667. At each density one level lay below V(∞). The two highest densities test the equations but lie above the density up to which one subband holds all the electrons, as the next section shows.

2.4 The density limit for one occupied subband

The electrons fill the subband up to the Fermi energy. With two spins, g_v equivalent valleys and a density-of-states mass m_d for motion parallel to the surface, the number of states per area and energy is g_v m_d/(πħ²). At zero temperature the Fermi energy above E₀ is

E_f = πħ²N/(g_v m_d). (28)

It grows as N, whereas the binding ΔE_u grows as N^(2/3). At high density the Fermi level would therefore reach V(∞). The electrons do not then leave the surface, because the gate fixes the total charge: any that move outwards leave part of the field unscreened, and that field binds them in a second, wide subband. For the silicon parameters of section 2.6, with only the second level of the occupied ladder allowed to fill, this subband holds 0.2 percent of the electrons at 9.5 × 10¹¹ cm⁻² and 3 percent at 3.1 × 10¹² cm⁻², and λ₀ rises only to 1.9955 and 2.0006. If no other valley binds a level, the condition for one occupied subband is E_f < ΔE_u. With E_u = ħ²/(2mL²),

N < [Δ g_v m_d/(2πm)] L^(−2) = [Δ g_v m_d/(2πm)] [2me²N/(ħ²ε_s)]^(2/3).

Cube both sides and divide by N²:

N < N_c = [Δ g_v m_d/(2πm)]³ [2me²/(ħ²ε_s)]². (29)

Since Δ enters as its cube, the trial function of Part 1, whose binding is 28 percent too large, would overestimate N_c by a factor of about 2.1. If another valley has a bound level, its smaller separation from λ₀ replaces Δ.

2.5 A weak depletion field

Let the ionized acceptors have sheet density N_depl. Their region is much thicker than the electron layer, so near the surface their field is uniform and adds (e²N_depl/ε_s)z to V. Divided by E_u = e²NL/ε_s, the addition is

v_depl = f x,  f = N_depl/N. (30)

One parameter has returned. If f is held fixed, every level still varies as N^(2/3). If N_depl is held fixed, f changes with N and the law is broken. In this linear form the potential rises without limit, so the ladder is infinite. In a real substrate the potential levels off at the far edge of the depletion region, and the number of levels is finite. The direct method of section 2.3, run at f = 0.1 for N = 0.3 and 1.2 × 10¹² cm⁻², gave an exponent within 0.0001 of 2/3 for each of the lowest three levels.

The effect on E₀ at small f follows from the energy. The functional W gains the term f⟨x⟩. Because W is stationary with respect to the density, its first-order change is this explicit term: W(f) ≈ W₀ + f⟨x⟩. The energy per area is N E_u W(N_depl/N). Its derivative with respect to N at fixed N_depl is E₀: the stationary shape contributes nothing, and the explicit derivative gives the kinetic energy plus the mean of the full potential. Since NE_u ∝ N^(5/3) and df/dN = −f/N,

E₀/E_u = (5/3)W − f dW/df ≈ λ₀ + (5/3)f⟨x⟩ − f⟨x⟩ = λ₀ + (2/3)f⟨x⟩. (31)

In a frozen layer the shift would be f⟨x⟩. Contraction of the layer, which reduces its own potential, removes a third of it.

2.6 Worked example: a lightly doped silicon MOS structure

The example is an electron layer on silicon (100) under silicon dioxide, in a gated high-resistivity substrate at 1.5 K. The material parameters are rough typical values: m = 0.916 and m_d = 0.19 electron masses, g_v = 2, and relative permittivities of 11.7 for silicon and 3.9 for the oxide. The density is N = 5 × 10¹¹ cm⁻², or 0.005 nm⁻².

Equation (10) with the physical constants gives L = 1.752 nm. The surface field eN/ε_s is 0.0773 MV/cm, or 7.73 mV/nm. Hence

E_u = 7.73 meV/nm × 1.752 nm = 13.5 meV (13.549 meV unrounded),
E₀ = 1.9953 × 13.549 meV = 27.03 meV,
V(∞) = 2.2543 × 13.549 meV = 30.54 meV,
⟨z⟩ = 2.2543 × 1.752 nm = 3.95 nm.

The binding is 30.54 − 27.03 = 3.51 meV. For the filling energy, replace ħ²/2m by E_uL² in (28):

E_f = 2πE_uL²(m/m_d)N/g_v
= 2π × 13.549 × 1.752² × (0.916/0.19) × 0.005/2 meV = 3.15 meV.

This is below the binding, so at zero temperature one subband is occupied. The ratio of binding to filling energy varies as N^(−1/3), so the limit is

N_c = N(3.51/3.15)³ = 6.9 × 10¹¹ cm⁻².

The example lies not far below it. The other valleys have m' = 0.19 electron masses, so m'/m = 0.207. This is below the threshold of 0.353, and they have no bound level.

For these parameters and in this model, E₀ = 27.0 meV × (N/5 × 10¹¹ cm⁻²)^(2/3) for N below N_c.

2.7 What the model leaves out

Temperature. At 1.5 K, kT = 0.129 meV. The Fermi level is 0.36 meV below V(∞), which is 2.8 kT. Some electrons are therefore excited out of the lowest subband. The loss limits itself, because the electrons that move away leave an unscreened field that holds them in a diffuse tail. A self-consistent solution at 1.5 K with both sets of valleys and no depletion field puts about 0.12 percent of the electrons in this tail, for substrate depths of both 175 and 350 nm, and leaves E₀ at 27.03 meV.

Depletion charge. For uniform acceptor density N_A and depletion width d, the band bending is e²N_Ad²/(2ε_s) and N_depl = N_Ad. Eliminating d gives

N_depl = [2ε_s N_A × (band bending)/e²]^(1/2). (32)

With N_A = 10¹³ cm⁻³ and a bending of 1.1 eV, N_depl = 1.19 × 10¹⁰ cm⁻² and f = 0.0239. The width N_depl/N_A is about 12 μm, so the field is uniform across the layer. Equation (31) predicts a shift of (2/3) × 0.0239 × 2.254 × 13.55 meV = 0.49 meV. The direct solution moves E₀ from 27.03 to 27.52 meV, which is the same shift.

The change in the spectrum matters more. The heavy ladder now has a first excited level at 33.17 meV, and the lowest level of the light-mass valleys is at 33.50 meV. Neither exists without the depletion field. The Fermi level is at 27.52 + 3.15 = 30.67 meV, so the next level is 2.50 meV above it, or 19 kT. Within the Hartree approximation, the small residual charge thus widens the margin for single-subband occupation from 2.8 kT to 19 kT. It also reduces the exponent. Between N and 2N at fixed N_depl, with all electrons still kept in one subband, the exponent of E₀ is 0.654.

Image potential. Let the oxide be so thick that the gate does not respond to individual electrons. A nearer gate adds an attractive image and weakens the repulsion found here. An electron of charge q at depth z polarizes the interface. In the silicon the response is that of an image charge q' at −z, and in the oxide the field is that of a charge q'' at the electron's position, with both potentials written with ε_s. Continuity of the potential gives q + q' = q''. Continuity of the normal displacement gives ε_s(q − q') = ε_ox q''. Hence q' = ηq with

η = (ε_s − ε_ox)/(ε_s + ε_ox). (33)

The energy of the electron is half the product of its charge and the image potential, because the image is induced:

V_im = η e²/(16π ε_s z). (34)

This is repulsive, since ε_s > ε_ox. Its mean value in the unchanged layer follows from ⟨1/x⟩ = 0.621 in the scaled solution and is +5.45 meV, or 20 percent of E₀. It varies as 1/L, that is as N^(1/3), and so breaks the two-thirds law. The self-consistent shift of E₀ is larger, because the repulsion pushes the layer away from the wall and raises its own potential. As in the derivation of (31), the shift follows from the energy per area. This gains N⟨V_im⟩ ∝ N^(4/3), whose derivative with respect to N is (4/3)⟨V_im⟩ = 7.27 meV to first order. The term is too large for first order to be accurate: solved self-consistently at full strength, the shift is 6.80 meV. The binding below V(∞) then falls from 3.51 to 1.46 meV, less than the filling energy of 3.15 meV, so with the image term alone the one-subband condition would fail in the example.

Exchange. Electrons of the same spin and valley avoid one another, which lowers their energy. For a charge wave of wavenumber q parallel to the surface, Poisson's equation gives an interaction (e²/2ε_sq)e^(−q|z−z'|) between planes at z and z', and the image, for the same thick oxide, adds η(e²/2ε_sq)e^(−q(z+z')). A nearer gate would screen the interaction and reduce the exchange energy. Averaging over the layer defines

F(q) = ∬ψ₀²(z)ψ₀²(z')[e^(−q|z−z'|) + η e^(−q(z+z'))] dz dz'. (35)

At the bottom of the subband the first-order exchange energy is minus the sum over occupied states of one spin and valley:

Σ = −∫_(k<k_F) [d²k/(2π)²] e²F(k)/(2ε_sk) = −(e²/4πε_s) ∫₀^(k_F) F(k) dk. (36)

The Fermi wavenumber follows from N = 2g_v πk_F²/(2π)², so k_F = (2πN/g_v)^(1/2) = 0.125 nm⁻¹. Numerical integration gives Σ = −18.5 meV. This is 68 percent of E₀ and five times the Hartree binding. For a layer of zero thickness at the wall F would be constant and Σ would vary as N^(1/2). Here F also depends on k_FL, which varies as N^(1/6).

Penetration into the oxide. In an oxide with barrier U and mass m_ox, a function of energy far below U varies as e^(κz) for z < 0, with κ = (2m_oxU)^(1/2)/ħ. Continuity of ψ and of ψ'/m gives

ψ(0) = δψ'(0),  δ = m_ox/(mκ). (37)

Let u₀ and u be the scaled solutions with an impenetrable wall and with this condition, in the same v. Multiply each equation by the other function, subtract and integrate:

(λ₀ − λ)∫u₀u dx = ∫(u₀u'' − u u₀'') dx = u(0)u₀'(0).

To first order u(0) = (δ/L)u₀'(0) and the overlap is one, so λ − λ₀ = −(δ/L)u₀'(0)² = −δ/(2L). For rough values U = 3.1 eV and m_ox = 0.5 electron masses, δ = 0.0856 nm. The shift is −½ × (0.0856/1.752) × 13.55 meV = −0.33 meV. Solving numerically with condition (37) in the unchanged potential gives −0.34 meV. The potential, however, follows the electrons. To first order in δ, condition (37) is the same as an impenetrable wall at z = −δ, so the whole self-consistent layer moves by δ towards the oxide. With V = 0 kept at the interface, E₀ then falls by δV'(0) = E_uδ/L = 0.66 meV. This is twice the shift at fixed potential and about 2 percent of E₀.

2.8 Use in real devices

The parameters describe a high-resistivity silicon structure at low temperature, and the density is a moderate one for such a layer. The assumption that fails most severely there is the Hartree approximation. Exchange and image terms are not small corrections, and correlation has not been estimated. Evaluated in the unchanged layer under a thick oxide, the two terms sum to −13 meV, about half of E₀. The value of 27 meV and the limit N_c are therefore properties of the model and should not be used as predictions of measured spacings or as design limits. The exponent 2/3 is in the same position, because the missing terms vary differently with N.

Two further conditions exclude many transistors. N_depl varies as N_A^(1/2) at fixed band bending, so raising N_A from 10¹³ to 10¹⁷ cm⁻³ raises it a hundredfold, to 1.2 × 10¹² cm⁻². That exceeds the electron density of the example, and a calculation must keep f as a parameter. At 300 K, kT is 200 times its value at 1.5 K, about 26 meV. This is far larger than the 5.65 meV between the lowest two levels with the depletion field, so several subbands share the electrons. A thin semiconductor body adds a second wall and hence a second length. The scaling then needs a body thick enough for the envelope function to be negligible at the second wall. In the example the envelope function decays over L/Δ^(1/2) = 3.4 nm.

Within its conditions the result is simple to implement. Compute L from (10) and E_u from (9), multiply by the pure numbers in (25), and, if there is no depletion charge, check N against (29). When the depletion charge is known but small, add the shift in (31). The limit (29) then no longer applies, and the Fermi level must be compared with the next level in the full potential. When f is not small, solve the scaled equations once for each f and reuse the result for all densities with the same ratio.
